# Why an Absorption Maximum Is Not the Vertical Excitation Energy

Take a molecule with one vibrational coordinate and two electronic states whose potential curves are parabolas of the same frequency $\omega_0$, displaced by $d$. In atomic units, with a mass-weighted coordinate $q$ (unit mass),

$$V_g=\tfrac12\omega_0^2q^2,\qquad V_e=E_{ad}+\tfrac12\omega_0^2(q-d)^2 .$$

The vertical excitation energy is the gap at the minimum of the lower curve,

$$E_v=V_e(0)-V_g(0)=E_{ad}+\tfrac12\omega_0^2d^2=E_{ad}+S\omega_0,\qquad S=\tfrac12\omega_0d^2 .$$

Let the molecule start in the lowest vibrational state $|0\rangle$ of the lower curve. The lowering operators of the two oscillators are

$$a=\sqrt{\tfrac{\omega_0}{2}}\Big(q+\frac{ip}{\omega_0}\Big),\qquad b=\sqrt{\tfrac{\omega_0}{2}}\Big(q-d+\frac{ip}{\omega_0}\Big)=a-\sqrt S .$$

Since $a|0\rangle=0$, we have $b|0\rangle=-\sqrt S\,|0\rangle$. Project this on the upper level $\langle n'|$ and use $\langle n'|b=\sqrt{n+1}\,\langle (n+1)'|$. Then $\sqrt{n+1}\,\langle (n+1)'|0\rangle=-\sqrt S\,\langle n'|0\rangle$. Iterating, squaring and normalizing the sum to one gives

$$P_n=|\langle n'|0\rangle|^2=e^{-S}\frac{S^n}{n!} .$$

The zero-point energies cancel, so line $n$ lies at $E_{ad}+n\omega_0$. The mean of $n$ is $S$, and the mean transition energy is therefore $E_v$. But $P_{n+1}/P_n=S/(n+1)$, so for $S<1$ the strongest line is the first one, at $E_{ad}$.

With $S=0.8$, $\omega_0=0.006$ and $E_{ad}=0.15$ hartree, the first two weights are 0.449 and 0.359. The strongest line is at 0.1500 hartree; the vertical energy is $0.15+0.8\times0.006=0.1548$ hartree. No line lies at the vertical energy at all.

## The belief and its appeal

The belief is that the maximum of an absorption band marks the vertical excitation energy. The argument for it is reasonable: electrons respond faster than nuclei, so the nuclei stand still during the transition, and they are most likely to be found near the minimum of the lower curve.

Made quantitative, this picture replaces the spectrum by the distribution of the gap $\Delta(q)=V_e(q)-V_g(q)$ over the initial positions. If $\Delta$ is linear in $q$ and $q$ has a Gaussian distribution about zero, the band is a Gaussian centred at $\Delta(0)=E_v$, and maximum, mean and vertical energy coincide.

Two things are hidden here. A real gap need not be linear, and the frozen-nuclei picture leaves out the nuclear kinetic energy operator, which does not commute with $\Delta$. The moments of the band show what each omission costs.

## What the first moment is

Assume Born–Oppenheimer surfaces, one isolated upper electronic state, and a transition dipole that does not depend on the nuclear positions (the Condon approximation). Let $p_v$ be the populations of the lower vibrational levels, with $H_g|v\rangle=E_v^{(g)}|v\rangle$ and $H_e|v'\rangle=E'_{v'}|v'\rangle$. The line-shape function is

$$L(\omega)=\sum_v p_v\sum_{v'}|\langle v'|v\rangle|^2\,\delta\big(\omega-E'_{v'}+E_v^{(g)}\big).$$

The upper states, continuum included, form a complete set, so $L$ has unit area. Its first moment is

$$M_1=\sum_v p_v\sum_{v'}\langle v|v'\rangle\big(E'_{v'}-E_v^{(g)}\big)\langle v'|v\rangle=\sum_v p_v\langle v|H_e-E_v^{(g)}|v\rangle .$$

Because $E_v^{(g)}|v\rangle=H_g|v\rangle$, the operator acting on $|v\rangle$ is $H_e-H_g$. The two Hamiltonians have the same kinetic energy, which cancels:

$$M_1=\sum_v p_v\langle v|\Delta|v\rangle\equiv\langle\Delta\rangle .$$

This holds for any number of coordinates and any shape of the surfaces, provided the average exists. Beyond the Born–Oppenheimer separation already assumed, it does not require the nuclei to stand still during the transition. It gives the averaged gap, not the gap at one point, and it says nothing about the maximum.

## Width and asymmetry

To locate the maximum we need the next two moments. Write $\delta=\Delta-M_1$. Then $H_e-M_1=H_g+\delta$, and

$$(H_e-E_v^{(g)}-M_1)|v\rangle=\delta|v\rangle .$$

The variance is the squared norm of this vector, averaged over $v$: $\kappa_2=\langle\delta^2\rangle$. For the third central moment, let the outer two of the three factors act on the states:

$$\kappa_3=\sum_vp_v\langle v|\delta\,(H_g-E_v^{(g)}+\delta)\,\delta|v\rangle=\langle\delta^3\rangle+\sum_vp_v\langle v|\delta\,(H_g-E_v^{(g)})\,\delta|v\rangle .$$

For one coordinate and a real bound wave function $\psi$, the product rule and $(H_g-E_v^{(g)})\psi=0$ give

$$(H_g-E_v^{(g)})(\delta\psi)=-\tfrac12\delta''\psi-\delta'\psi' .$$

Multiply by $\delta\psi$ and integrate. In the second term use $\psi\psi'=\tfrac12(\psi^2)'$ and integrate by parts:

$$-\tfrac12\!\int\!\delta\delta''\psi^2\,dq+\tfrac12\!\int\!(\delta'^2+\delta\delta'')\psi^2\,dq=\tfrac12\!\int\!\delta'^2\psi^2\,dq .$$

Since $\delta'=\Delta'$,

$$\kappa_3=\langle\delta^3\rangle+\tfrac12\langle(\Delta')^2\rangle .$$

The frozen-nuclei picture has the correct mean and variance, but it lacks the last term. That term is positive and skews the band towards high energy.

## From the moments to the maximum

Suppose each line is broadened by a normalized Gaussian of standard deviation $\Gamma$, wide enough to remove the vibrational structure. This leaves the mean and $\kappa_3$ unchanged and raises the variance to $\sigma^2=\kappa_2+\Gamma^2$. With $x=\omega-M_1$, approximate a weakly skewed band by

$$L\approx G(x)\,[1+B(x^3-3\sigma^2x)],$$

where $G$ is the normalized Gaussian of variance $\sigma^2$. Its moments are $\langle x^2\rangle=\sigma^2$, $\langle x^4\rangle=3\sigma^4$ and $\langle x^6\rangle=15\sigma^6$. The correction leaves area and variance unchanged because it is odd, and the mean unchanged because $3\sigma^4-3\sigma^4=0$. Its third moment is $B(15-9)\sigma^6$, which must equal $\kappa_3$, so $B=\kappa_3/(6\sigma^6)$.

To first order in $B$, $\ln L=\text{const}-x^2/(2\sigma^2)+B(x^3-3\sigma^2x)$. At the maximum

$$-\frac{x}{\sigma^2}+B(3x^2-3\sigma^2)=0 .$$

Here $x$ is itself of order $B$, so $3Bx^2$ is dropped, and $x=-3B\sigma^4$:

$$\omega_{max}\approx M_1-\frac{\kappa_3}{2(\kappa_2+\Gamma^2)} .$$

This is a leading-order estimate for a smooth, nearly Gaussian band. A tail to high energy puts the maximum below the mean.

## Parabolas of different frequency

Now let the lower curve have frequency $\omega_g$ and the upper one $\omega_e$. Expanding the square in $V_e$,

$$\Delta=E_v+c_1q+c_2q^2,\quad E_v=E_{ad}+\tfrac12\omega_e^2d^2,\quad c_1=-\omega_e^2d,\quad c_2=\tfrac12(\omega_e^2-\omega_g^2).$$

The thermal averages follow from one identity. For $\rho\propto e^{-H_g/kT}$ and $y=e^{\omega_g/kT}$, the lowering operator of the lower oscillator obeys $\rho a=y\,a\rho$. For any polynomial $f(q)$, $[a,f]=f'/\sqrt{2\omega_g}$. Moving $a$ around the trace,

$$\langle af\rangle=y\langle fa\rangle=y\Big(\langle af\rangle-\frac{\langle f'\rangle}{\sqrt{2\omega_g}}\Big)\ \Rightarrow\ \langle af\rangle=\frac{y}{y-1}\frac{\langle f'\rangle}{\sqrt{2\omega_g}} .$$

Likewise $\rho a^\dagger=y^{-1}a^\dagger\rho$ and $fa^\dagger=a^\dagger f+f'/\sqrt{2\omega_g}$ give $\langle a^\dagger f\rangle=\langle f'\rangle/[(y-1)\sqrt{2\omega_g}]$. Since $q=(a+a^\dagger)/\sqrt{2\omega_g}$, adding the two gives

$$\langle qf\rangle=s\langle f'\rangle,\qquad s=\frac{1}{2\omega_g}\frac{y+1}{y-1}=\frac{1}{2\omega_g}\coth\frac{\omega_g}{2kT} .$$

Choosing $f=q,\,q^3,\,q^5$ yields $\langle q^2\rangle=s$, $\langle q^4\rangle=3s^2$, $\langle q^6\rangle=15s^3$; odd powers average to zero. The first moment is

$$M_1=E_v+c_2s=E_v+\frac{\omega_e^2-\omega_g^2}{4\omega_g}\coth\frac{\omega_g}{2kT} .$$

Thus $\delta=c_1q+c_2(q^2-s)$. In the variance, $\langle(q^2-s)^2\rangle=3s^2-2s^2+s^2=2s^2$. In the third moment, $\langle q^2(q^2-s)\rangle=2s^2$ and $\langle(q^2-s)^3\rangle=(15-9+3-1)s^3=8s^3$. With $\Delta'=c_1+2c_2q$,

$$\kappa_2=c_1^2s+2c_2^2s^2,$$

$$\kappa_3=6c_1^2c_2s^2+8c_2^3s^3+\tfrac12c_1^2+2c_2^2s .$$

When the displacement is large, the terms in $c_1^2\propto d^2$ dominate both $\kappa_3$ and $\sigma^2$, and the estimate becomes

$$\omega_{max}-E_v\to c_2s-\frac{6c_2s^2+\tfrac12}{2s}=-2c_2s-\frac{1}{4s} .$$

At zero temperature $s=1/(2\omega_g)$, and the right side is

$$-\frac{\omega_e^2-\omega_g^2}{2\omega_g}-\frac{\omega_g}{2}=-\frac{\omega_e^2}{2\omega_g} .$$

For equal frequencies this is half a quantum: the smooth maximum lies below the vertical energy although the mean equals it.

This limit also shows what is sound in the belief. The offset stays finite while the width grows in proportion to $d$, so for a broad band the error becomes small compared with the width. In energy it may rise or fall as $d$ grows, but in general it does not go to zero: for the smooth envelope it tends to the fixed value $-2c_2s-1/(4s)$, which vanishes only when the two terms happen to cancel. The envelope flattens as $d$ grows, so at fixed $\Gamma$ even a faint remnant of vibrational structure eventually pulls the maximum away from the smooth value; at zero temperature it moves towards the line nearest to that value. For equal frequencies of 0.006 hartree, $\Gamma=0.004$ hartree and zero temperature, the maximum lies 0.0038 hartree below $E_v$ at $d=160$ and 0.0016 below at $d=320$, on either side of the half quantum 0.0030.

## A band in numbers

Take round model parameters: $\omega_g=0.006$, $\omega_e=0.0045$, $E_{ad}=0.15$ and $\Gamma=0.004$ hartree, with $d=40$ atomic units. The vertical energy is

$$E_v=0.15+\tfrac12(0.0045)^2(40)^2=0.15+0.0162=0.1662\ \text{hartree}=4.523\ \text{eV}.$$

The coefficients are $c_1=-8.10\times10^{-4}$ and $c_2=-7.875\times10^{-6}$. At zero temperature $s=83.33$, so

$$M_1-E_v=c_2s=-0.00066\ \text{hartree},\qquad M_1=0.16554\ \text{hartree}=4.505\ \text{eV}.$$

The variance is $\kappa_2=(5.47+0.09)\times10^{-5}=5.55\times10^{-5}$, after rounding. The four terms of $\kappa_3$, in the order written above, are

$$(-2.153-0.023+3.281+0.103)\times10^{-7}=1.208\times10^{-7}.$$

The estimated offset of the maximum from the mean is therefore

$$-\frac{1.208\times10^{-7}}{2(5.55+1.60)\times10^{-5}}=-0.00084\ \text{hartree}.$$

For the actual maximum, the overlaps $\langle v'|v\rangle$ were computed by quadrature of the oscillator functions, every line was given its Gaussian, and the sum was maximized numerically. The result is 0.16463 hartree, or 4.480 eV, which is 0.00091 hartree below the mean. The estimate misses this offset by 7.7 per cent of the estimate; for $d=80$ and $160$ the error falls to 2.2 and 0.6 per cent, roughly as $1/d^2$.

The maximum lies 0.00157 hartree, or 0.043 eV, below the vertical energy. Averaging the gap accounts for 0.00066 hartree of this and the asymmetry of the band for the rest. Without broadening, the strongest line is the one to $v'=3$, at 0.16275 hartree, farther still from $E_v$.

Now heat the molecule to $kT=\omega_g$, about 1900 K, with the same $\Gamma$. Since $\coth(0.5)=2.164$, $s$ rises to 180.3 and $M_1$ falls to 0.16478 hartree. The maximum moves the other way, to 0.16700 hartree, and now lies 0.00080 hartree, or 0.022 eV, above the vertical energy.

The sign follows from the competition in $-2c_2s-1/(4s)$. The upper curve is softer, so $c_2<0$: large excursions on either side reduce the gap relative to its linear part, which feeds a tail to low energy and pushes the maximum up. The quantum term $-1/(4s)$ pushes it down and weakens with temperature. In the large-displacement limit the maximum passes above $E_v$ when $8|c_2|s^2>1$, that is, when

$$\coth\frac{\omega_g}{2kT}>\frac{\omega_g}{\sqrt{\omega_g^2-\omega_e^2}}=1.51 .$$

The cold band has 1 on the left and the hot band 2.16. At $d=40$ and $\Gamma=0.004$ hartree the limit is not yet reached and the crossing occurs at about 1.74 (1.57 at $d=80$, 1.53 at $d=160$); the two bands still lie on opposite sides of it. The estimate is somewhat rougher for the hot band, missing the offset from the mean by about 10 per cent of the estimate: it puts the maximum at 0.16724 hartree, 0.00024 too high.

## What is measured

An absorption cross section is proportional to $\omega L(\omega)$, not to $L(\omega)$: the transition rate in a given field is proportional to $L$, and each transition removes an energy $\omega$ from the beam. (Stimulated emission is neglected.) The mean of the cross section is

$$\frac{\int\omega^2L\,d\omega}{\int\omega L\,d\omega}=\frac{M_1^2+\sigma^2}{M_1}=M_1+\frac{\sigma^2}{M_1} .$$

For the cold band this adds $7.15\times10^{-5}/0.1655=0.00043$ hartree and gives 0.16598 hartree. That is close to $E_v$, but only because the factor $\omega$ partly cancels the averaging correction. The maximum of $\omega L$ is at 0.16509 hartree, or 4.492 eV, still below the vertical energy. The measured absorption should be divided by $\omega$ before its first moment is taken.

## Where the first moment also fails

If the dipole varies with position, the weights are $|\langle v'|\mu|v\rangle|^2$. Take $\mu=1+aq$ in units of its value at $q=0$, and start from the lowest level. The steps used for $\kappa_3$, with $\mu$ in place of the outer factors $\delta$, give the mean

$$\frac{\langle\mu^2\Delta\rangle+\tfrac12a^2}{\langle\mu^2\rangle}=E_v+\frac{2ac_1s+c_2(s+3a^2s^2)+\tfrac12a^2}{1+a^2s} .$$

For $a=0.01$ the dipole varies by $a\sqrt s=9$ per cent over one standard deviation of $q$. The numerator is $(-1.350-0.673+0.050)\times10^{-3}$, the denominator is 1.0083, and the mean is 0.16424 hartree. This is 0.0013 hartree below the Condon value, twice the averaging correction itself. The main term changes sign with $a$.

Anharmonicity does not invalidate $M_1=\langle\Delta\rangle$, but it changes the average. Let the lower curve be a Morse potential, $0.15(1-e^{-0.011q})^2$, and the upper one purely repulsive, $0.16+0.1e^{-0.02q}$, both in hartree. The vertical energy is 0.2600 hartree. Quadrature over the Morse ground state gives $\langle q\rangle=1.379$ and $M_1=0.2574$ hartree. The slope of the gap at the minimum is $-0.002$, so the displaced mean position contributes $-0.0028$ hartree; curvature and higher terms return about 0.0002. Here the upper states form a continuum, and the average includes all of it.

A computed vertical energy can thus be compared with experiment in two consistent ways. One is to add the averaging correction $\langle\Delta\rangle-\Delta(q_0)$, where $q_0$ is the ground-state minimum, and compare with the first moment of absorption divided by $\omega$. This needs the whole band, free of overlap with other electronic transitions, and a nearly constant dipole. The other, when only the maximum is known, is to simulate the band and compare maximum with maximum.
